# Dual set and operator matrices of the LAPW mixed product basis, part 2

The mixed product basis expands products of two LAPW wave functions. It is not orthonormal, so operator matrices and their products need a dual set. Hartree atomic units are used. All functions are Bloch functions with wave vector $\mathbf q$, and $\langle f|g\rangle=\int_\Omega f^*g\,d^3r$ over one cell of volume $\Omega$. The step function $\Theta$ is 1 in the interstitial and 0 inside the atomic spheres, $\Theta_{\mathbf G}=\Omega^{-1}\int_\Omega\Theta\,e^{-i\mathbf G\cdot\mathbf r}d^3r$, and $e_{\mathbf G}=\Omega^{-1/2}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$.

The basis functions $M_I$, with span $S$, are finitely many orthonormal muffin-tin functions (a radial function times $Y_{LM}$ in one sphere, zero elsewhere) and the $N$ interstitial plane waves (IPWs) $M_{\mathbf G}=\Theta\,e_{\mathbf G}$ with $|\mathbf q+\mathbf G|\le G_{\max}$. Their overlap matrix $O_{IJ}=\langle M_I|M_J\rangle$ is Hermitian and positive definite. Operators carry a hat, matrices do not. For any $f$, $b_I=\langle M_I|f\rangle$, and $c_I=\langle\tilde M_I|f\rangle=(O^{-1}b)_I$ gives the best approximation $\hat Pf$ in $S$.

Already proved:

**Lemma 2.** For finite $N$ the eigenvalues of the block $\Theta_{\mathbf G-\mathbf G'}$ satisfy $0<\lambda<1$ and $\sum\lambda=N\Theta_0$, and $\lambda_{\min}$ cannot grow when $G_{\max}$ grows.

(b) The functions $\tilde M_I=\sum_JM_J(O^{-1})_{JI}$ are the only functions in $S$ with $\langle\tilde M_I|M_J\rangle=\delta_{IJ}$.

(c) $\hat P=\sum_I|M_I\rangle\langle\tilde M_I|=\sum_I|\tilde M_I\rangle\langle M_I|=\sum_{IJ}|M_I\rangle(O^{-1})_{IJ}\langle M_J|$ is the orthogonal projector on $S$. It is not the identity.

Stated, and still to be proved:

(d) With $A_{IJ}=\langle M_I|\hat A|M_J\rangle$, the other three matrices are $\tilde A=\langle\tilde M|\hat A|\tilde M\rangle=O^{-1}AO^{-1}$, $\langle\tilde M|\hat A|M\rangle=O^{-1}A$ and $\langle M|\hat A|\tilde M\rangle=AO^{-1}$. The trace and the eigenvalues of $\hat P\hat A\hat P$ on $S$ are those of $O^{-1}A$.

(e) $\langle M|\hat A\hat P\hat B|M\rangle=AO^{-1}B$. This equals $\langle M|\hat A\hat B|M\rangle$ if $(1-\hat P)\hat B\hat P=0$ or $\hat P\hat A(1-\hat P)=0$.

The example is a model crystal with the diamond structure: $a=10.69585$ bohr, $\Omega=305.9045$ bohr$^3$, atoms at $0$ and $(a/4)(1,1,1)$, sphere radius $R=2.25$ bohr, $\Theta_0=0.688053$, $\mathbf q=(2\pi/a)(\tfrac12,0,0)$. The closing list also repeats earlier results: the two-IPW set $M_0$, $M_{111}$ (with $x=|\mathbf G_{111}|R$) and the projection of $M_{220}$ on it, the eigenvalues $\lambda$ at four cutoffs, and $\sum|\Theta_{\mathbf K}|^2$ up to $K_c$, which tends to $\Theta_0$.

**Lemma 5.** Let $\psi=\sum z_{\mathbf G_1}\Omega^{-1/2}e^{i(\mathbf k+\mathbf G_1)\cdot\mathbf r}$ and $\psi'=\sum z'_{\mathbf G_2}\Omega^{-1/2}e^{i(\mathbf k+\mathbf q+\mathbf G_2)\cdot\mathbf r}$ in the interstitial, both with wave vectors no longer than $g$. If $G_{\max}\ge2g$, then $\Theta\psi^*\psi'\in S$ and $c_{\mathbf G}=\Omega^{-1/2}\sum_{\mathbf G_1}z^*_{\mathbf G_1}z'_{\mathbf G+\mathbf G_1}$.

*Proof.* The product is $\Omega^{-1}\sum z^*_{\mathbf G_1}z'_{\mathbf G_2}e^{i(\mathbf q+\mathbf G_2-\mathbf G_1)\cdot\mathbf r}$. Set $\mathbf G=\mathbf G_2-\mathbf G_1$ and absorb one $\Omega^{-1/2}$ in $e_{\mathbf G}$. The wave vector is the difference $(\mathbf k+\mathbf q+\mathbf G_2)-(\mathbf k+\mathbf G_1)$, of length at most $2g$. The coefficients are unique by Lemma 2 and equal $\langle\tilde M_{\mathbf G}|\Theta\psi^*\psi'\rangle$ by (b). $\square$

## Operator matrices and products

*Proof of (d).* A dual function in the ket contributes $\sum_K|M_K\rangle(O^{-1})_{KJ}$, a factor $O^{-1}$ on the right; in the bra it contributes $\sum_K(O^{-1})_{IK}\langle M_K|$, a factor on the left. This gives the three relations. Choosing the forms of $\hat P$ on either side,
$$\hat P\hat A\hat P=\sum_{IJ}|\tilde M_I\rangle A_{IJ}\langle\tilde M_J|=\sum_{IJ}|M_I\rangle\tilde A_{IJ}\langle M_J|.$$
The matrix between the $M$ goes with the $\tilde M$ in the expansion, and the reverse. For $f=\sum M_Jc_J$, applying $\langle\tilde M_I|$ to $\hat P\hat Af=\lambda f$ gives $O^{-1}Ac=\lambda c$, that is $Ac=\lambda Oc$. The Löwdin functions $\phi_I=\sum_JM_J(O^{-1/2})_{JI}$ have overlap $O^{-1/2}OO^{-1/2}=1$ and matrix $A_L=O^{-1/2}AO^{-1/2}$. The trace in this orthonormal basis is $\mathrm{tr}A_L=\mathrm{tr}(O^{-1}A)$ by cyclic permutation, and $O^{-1}A=O^{-1/2}A_LO^{1/2}$ is similar to $A_L$. $\square$

For Hermitian $\hat A$, the matrices $A$, $\tilde A$ and $A_L$ are Hermitian. The adjoint of $O^{-1}A$ is $AO^{-1}$, the other mixed matrix, and the two agree only if $A$ commutes with $O$; the eigenvalues are real all the same. The identity operator has the matrices $O$, $O^{-1}$, $1$, $1$, so neither $\mathrm{tr}A$ nor $\mathrm{tr}\tilde A$ is a trace of the operator.

*Proof of (e).* The third form of $\hat P$ gives $\sum_{KL}\langle M_I|\hat A|M_K\rangle(O^{-1})_{KL}\langle M_L|\hat B|M_J\rangle$. The difference from the full product is $\langle M_I|\hat A(1-\hat P)\hat B|M_J\rangle$. Since $|M_J\rangle=\hat P|M_J\rangle$, it vanishes if $(1-\hat P)\hat B\hat P=0$, and since $\langle M_I|=\langle M_I|\hat P$, it vanishes if $\hat P\hat A(1-\hat P)=0$. $\square$

The working rule is that every summed index joins one $M$ with one $\tilde M$. The other two forms of $\hat P$ give, for instance, $\langle M|\hat A\hat P\hat B|\tilde M\rangle=A\tilde B$, with no explicit $O^{-1}$. When the condition fails and $\hat A=\hat B=\hat v$ is Hermitian, the error for $\rho\in S$ is $\langle\rho|\hat v(1-\hat P)\hat v|\rho\rangle=\|(1-\hat P)\hat v\rho\|^2\ge0$, because $1-\hat P$ is itself a projector.

**Corollary (screening).** Let $\hat\chi=\hat P\hat\chi\hat P$, $\hat\varepsilon=1-\hat v\hat\chi$ and $\hat W=\hat v+\hat v\hat\chi\hat W$, with $\hat v$ positive semidefinite and $\hat\chi$ negative semidefinite. With $v=\langle M|\hat v|M\rangle$ and $W=\langle M|\hat W|M\rangle$, exactly,
$$\langle M|\hat\varepsilon|\tilde M\rangle=1-v\tilde\chi,\qquad W=(1-v\tilde\chi)^{-1}v,\qquad\mathrm{Tr}\,\hat v\hat\chi=\mathrm{tr}(v\tilde\chi),$$
and $\langle\rho|\hat W|\rho\rangle=c^\dagger Wc$ for $\rho=\sum M_Ic_I$.

*Proof.* By (d), $\hat\chi=\sum|M_K\rangle\tilde\chi_{KL}\langle M_L|$. Then $\hat\chi|\tilde M_J\rangle=\sum_K|M_K\rangle\tilde\chi_{KJ}$, and $\langle M_I|\tilde M_J\rangle=\delta_{IJ}$, which gives the first relation. The equation for $\hat W$ between $\langle M_I|$ and $|M_J\rangle$ reads $W=v+v\tilde\chi W$. The matrix $v\tilde\chi$ is similar to $v^{1/2}\tilde\chi v^{1/2}$ (or a limit of such matrices if $v$ is singular), whose eigenvalues are real and not positive, so $1-v\tilde\chi$ has eigenvalues of at least 1 and can be inverted. The trace of $\hat v|M_K\rangle\langle M_L|$ is $v_{LK}$, so the trace is $\sum v_{LK}\tilde\chi_{KL}$. The last relation is the definition of $W$. $\square$

No property of $\hat v$ relative to $S$ was used: the potential of a density in $S$ lies partly outside $S$, but $\hat\chi$ responds only to the part inside. If $\hat\chi=\sum_tw_t|\rho_t\rangle\langle\rho_t|$, then $\tilde\chi=\sum_tw_tc_tc_t^\dagger$ and $\chi=\sum_tw_tb_tb_t^\dagger=O\tilde\chi O$. The eigenvalues of $\hat\varepsilon$ other than 1 are those of $1-v\tilde\chi$: if $\hat v\hat\chi f=\mu f$ with $\mu\ne0$, then $b=\langle M|f\rangle$ obeys $v\tilde\chi b=\mu b$ and is nonzero, and conversely $f=\hat v\sum M_K(\tilde\chi b)_K$ is an eigenfunction.

## A full basis

Keep the structure and $\mathbf q$ above. The muffin-tin part has $L\le2$ and two radial functions per $L$, orthonormalized from $(r/R)^L$ and $(r/R)^{L+2}$ by diagonalizing their overlap matrix, in all $2\times9\times2=36$ functions; $G_{\max}=2.4$ bohr$^{-1}$ gives 76 IPWs. Integrals were computed numerically as a uniform-grid sum over the cell minus Gauss quadratures over the spheres. This reproduces the analytic $O$ to $1.0\times10^{-14}$ and the biorthogonality of the real-space duals to $5.7\times10^{-14}$.

The model wave functions have cutoff $g=1.2$ bohr$^{-1}$, so $G_{\max}=2g$. An $s$-like function at $\mathbf k=0$ has 15 plane waves with coefficients proportional to $e^{-\kappa^2\sigma^2/2}e^{-i\boldsymbol\kappa\cdot\mathbf d}$, where $\boldsymbol\kappa$ is the wave vector, $\mathbf d$ the bond centre and $\sigma=1.5$ bohr. Three functions at $\mathbf q$, labelled $x$, $y$ and $z$, are built in the same way from 6 plane waves with the extra factor $\kappa_x$, $\kappa_y$ or $\kappa_z$; the factors $\kappa_y$ and $\kappa_z$ vanish for two of the six. The $y$ and $z$ functions are zero at the bond centre, as $p$ functions there would be. The $x$ function is not, because its plane waves are not symmetric under $\kappa_x\to-\kappa_x$. All four functions are normalized in the cell. The pair densities $\rho_t$, $t=x,y,z$, are the products in the interstitial and the projections of the products on the muffin-tin functions in the spheres, so $\rho_t\in S$.

The coefficients $O^{-1}b$ agree with the convolution of Lemma 5. For $t=x$, $\mathbf G=0$, $c=0.00255-0.00106i$ and $b=0.00444-0.00184i$ bohr$^{-3/2}$. Here $|b|>|c|$ although all eigenvalues of the block are below 1, because $b_0=\sum_{\mathbf G}\Theta_{-\mathbf G}c_{\mathbf G}$ collects the other components; the bound concerns the whole vector. With the cutoff lowered to $1.2$ bohr$^{-1}$ (6 IPWs), the interstitial error $\|\Theta\rho_x-s\|/\|\Theta\rho_x\|$ of the approximation $s$ is $0.62679$ by projection and $0.65876$ by truncating the convolution.

The model response has $w_t=-4/\Delta_t$, with a factor 2 for spin and 2 for the resonant and antiresonant terms. In a nonmagnetic insulator the static response is a sum of such terms over pairs of bands, averaged over the $\mathbf k$ points; the model keeps three transitions at a single $\mathbf k$ and gives them full weight. The gaps are chosen as $\Delta=0.15,\,0.17,\,0.17$ Ha ($4.0817,\,4.6259,\,4.6259$ eV; 1 Ha $=27.21139$ eV). The model interaction is $\hat v=\sum_{\mathbf K}|e_{\mathbf K}\rangle4\pi|\mathbf q+\mathbf K|^{-2}\langle e_{\mathbf K}|$ over the 165 plane waves with $|\mathbf q+\mathbf K|\le3.2$ bohr$^{-1}$. The digits below belong to this cutoff: raising it to $8.0$ bohr$^{-1}$ increases $c^\dagger vc$ by about $2\times10^{-5}$ Ha and $c^\dagger Wc$ by about $5\times10^{-6}$ Ha, and lowers the squared norm $\|(1-\hat P)\hat v\rho\|^2$ of the last paragraph from $1.785\times10^{-3}$ to $1.646\times10^{-3}$ Ha$^2$bohr$^3$. Since $\langle e_{\mathbf K}|M_{\mathbf G}\rangle=\Theta_{\mathbf K-\mathbf G}$, the $\mathbf K=0$ term of $v_{00}$ is $145.6601\times0.688053^2=68.96$ Ha bohr$^3$, most of the full $v_{00}=70.6551$; screening lowers it to $W_{00}=69.1531$. The response elements are $\tilde\chi_{00}=-2.0301\times10^{-4}$ and $\chi_{00}=-1.8330\times10^{-3}$ Ha$^{-1}$bohr$^{-3}$, a factor 9 apart. The largest element of $O^{-1}v-(O^{-1}v)^\dagger$ has modulus $19.7837$ Ha bohr$^3$ for this choice of radial functions.

As a reference the equation for $\hat W$ was also solved in the 165 orthonormal plane waves, with the Fourier components of $\rho_t$ from quadrature and no overlap matrix; this is exact. With $\hat Q$ the projector on these plane waves, $\hat v=\hat Q\hat v\hat Q$; the equation $\hat W=\hat v+\hat v\hat\chi\hat W$ gives $\hat W=\hat Q\hat W$, and $\hat W=(1-\hat v\hat\chi)^{-1}\hat v$ gives $\hat W=\hat W\hat Q$, so $\hat W=\hat v+\hat v\,\hat Q\hat\chi\hat Q\,\hat W$ closes within the 165 plane waves. The two calculations agree:

| $t$ | $c^\dagger vc$ (Ha) | eV | $c^\dagger Wc$ (Ha) | eV |
|---|---|---|---|---|
| $x$ | 0.044456 | 1.2097 | 0.020341 | 0.5535 |
| $y,z$ | 0.032150 | 0.8749 | 0.018303 | 0.4981 |

The trace is $\sum_tw_t\,c_t^\dagger vc_t=-(4/0.15)(0.044456)-2(4/0.17)(0.032150)=-1.1855-1.5129=-2.6984$, as computed ($-2.69844$). The eigenvalues of $\hat\varepsilon$ other than 1 are $2.18572$, $1.76118$ and $1.75154$, and their excesses over 1 add to $2.69844$. For a single transition, the equation for $\hat W$ between $\langle\rho|$ and $|\rho\rangle$ reads $W_\rho=V_\rho+V_\rho wW_\rho$, so $W_\rho=V_\rho/(1+4V_\rho/\Delta)$; for $x$ this is $0.044456/2.1855=0.020341$ Ha, equal to the full value to the digits given. This formula ignores the coupling to the $y$ and $z$ transitions, and the agreement holds only because that coupling is weak in this example: the eigenvalue $2.18572$ lies only about $2\times10^{-4}$ above $2.1855$.

The $y$ and $z$ transitions have equal diagonal elements, yet their eigenvalues split about $1+0.7565$. The unprojected products are even or odd under $y\to-y$ and $z\to-z$ about the bond centre, and $\hat v$ would not couple them. The spheres lie along $(1,1,1)$, so the projection inside them breaks these reflections and couples the transitions, while the exchange $y\leftrightarrow z$ survives and keeps the diagonal elements equal. The splitting comes from stopping at $L\le2$: with $L\le7$ and four radial functions per $L$ the eigenvalues are $2.20786$ and twice $1.77618$, the values for the unprojected products, about $1\%$ above those of the small basis.

Breaking the pairing rule gives plausible but wrong numbers. Using $b$ for $c$ yields $b^\dagger vb=c^\dagger OvOc=0.037085$ Ha $=1.0091$ eV instead of $1.2097$ eV. Using $\chi$ for $\tilde\chi$ yields the trace $-2.27702$ and a screened element $0.022538$ Ha $=0.6133$ eV instead of $0.5535$ eV. A correctly paired product can still be inexact when the condition in (e) fails: for $t=x$, $\langle\rho|\hat v\hat v|\rho\rangle=0.799196$ while $c^\dagger vO^{-1}vc=0.797411$ Ha$^2$bohr$^3$. The difference $1.785\times10^{-3}$, about $0.2\%$ of $\langle\rho|\hat v\hat v|\rho\rangle$, equals $\|(1-\hat P)\hat v\rho\|^2$ computed by quadrature; it is the squared norm of the part of the potential that the basis cannot represent, and in norm that part is $4.7\%$ of $\hat v\rho$.

## Calculated quantities

```
a = 5.66 A = 10.69585 bohr; Omega = 305.9045 bohr^3 = 45.3304 A^3
R = 2.25 bohr = 1.19065 A; bond = 4.63144 bohr
2pi/a = 0.587441, |q| = 0.293721 bohr^-1; 1 Ha = 27.21139 eV
g=1.2, Gmax=2.4, Gsmall=1.2, Kmax=3.2 bohr^-1; sigma=1.5 bohr
Gmax = 4.5353 A^-1; N_MT=36, N_IPW=76, N_K=165
max|O-O_quad| = 1.0e-14; biorthogonality error = 5.7e-14
4piR^3/Omega = 0.467920; Theta_0 = 0.688053
|G111|R = 2.28933; j1(x)/x = 0.188341
Theta_111 = -0.08813-0.08813i; |Theta_111| = 0.124633; det = 0.457884
2x2 eigenvalues = 0.563421, 0.812686; 1/Theta_0 = 1.453376
Oinv_00 = 1.502680; Oinv_01 = +0.19247-0.19247i; Oinv_10 = +0.19247+0.19247i
b(220) = -0.04532+0.00000i, -0.08813-0.08813i
c(220) = -0.10202+0.00000i, -0.14115-0.14115i
residual norm^2: projection 0.658551, truncation 0.688053
cut 1.2 bohr^-1: N=6, lmin=4.151e-01, lmax=0.915688, n(l<.5)=2, N(1-T0)=1.9
cut 2.4 bohr^-1: N=76, lmin=5.092e-03, lmax=0.999661, n(l<.5)=19, N(1-T0)=23.7
cut 3.6 bohr^-1: N=234, lmin=7.984e-05, lmax=0.999998, n(l<.5)=67, N(1-T0)=73.0
cut 4.8 bohr^-1: N=576, lmin=4.166e-07, lmax=1.000000, n(l<.5)=175, N(1-T0)=179.7
Gmax=2.4: sphere share of lowest mode = 0.994908
Kc=20: sum|Theta|^2 = 0.681498; deficit 0.006555; estimate 0.006620
PW counts: s 15, p 6; G=0, t=x, unit bohr^-3/2:
  c = +0.00255-0.00106i, b = +0.00444-0.00184i
Gsmall N=6: rel. error proj 0.62679, trunc 0.65876
Delta = [0.15 0.17 0.17] Ha = [4.0817 4.6259 4.6259] eV
4pi/q^2 = 145.6601; v_00 = 70.6551; W_00 = 69.1531 Ha bohr^3
chi~_00 = -2.030108e-04; chi_00 = -1.833019e-03 /(Ha bohr^3)
max|Oinv v - (Oinv v)^+| = 19.7837 Ha bohr^3
eps eigenvalues != 1: [2.18572 1.76118 1.75154]; Tr v chi = -2.69844
t=x: <v> = 0.044456 Ha = 1.2097 eV; <W> = 0.020341 Ha = 0.5535 eV
t=y: <v> = 0.032150 Ha = 0.8749 eV; <W> = 0.018303 Ha = 0.4981 eV
t=z: <v> = 0.032150 Ha = 0.8749 eV; <W> = 0.018303 Ha = 0.4981 eV
wrong b^+ v b (x) = 0.037085 Ha = 1.0091 eV
wrong W with covariant chi (x) = 0.022538 Ha = 0.6133 eV
wrong trace tr(v chi_cov) = -2.27702
t=x: <vv> = 0.799196, <vPv> = 0.797411, lost 1.785e-03 Ha^2 bohr^3
```
